# Why parallel electric and magnetic fields cannot favour one enantiomer

**The argument under comment**

The manuscript proposes to prepare an excess of one enantiomer by letting a racemizing sample reach equilibrium in static, parallel fields $\mathbf E$ and $\mathbf B$. Its reasoning is short. The product $\mathbf E\cdot\mathbf B$ changes sign under space inversion, and a molecular coefficient can have opposite signs in the left-handed and right-handed forms. The energy may therefore contain

$$\Delta W=-g\,\mathbf E\cdot\mathbf B,\qquad g_R=-g_L ,$$

and the Boltzmann factor does the rest.

The parity argument is correct as far as it goes: inversion does not forbid this term. My objection is that a second symmetry has been left out, and that it sets $g$ to zero.

**Time reversal of one molecule**

I use Hartree atomic units, electron charge $-1$ and spin factor 2. For one electron with clamped nuclei,

$$H(\mathbf E,\mathbf B)=H_0+\mathbf E\cdot\mathbf r+\mathbf B\cdot\left(\tfrac12\mathbf L+\mathbf S\right)+\tfrac18\left[B^2r^2-(\mathbf B\cdot\mathbf r)^2\right].$$

For several electrons the field terms are summed. Let $\Theta$ be the time-reversal operator. It leaves $\mathbf r$ alone and reverses $\mathbf L$ and $\mathbf S$. I assume that $H_0$ is invariant under it. The electric and quadratic terms are then unchanged and the term linear in $\mathbf B$ changes sign, so

$$\Theta H(\mathbf E,\mathbf B)\Theta^{-1}=H(\mathbf E,-\mathbf B).$$

If $H(\mathbf E,\mathbf B)\psi=W\psi$, then $H(\mathbf E,-\mathbf B)\Theta\psi=W\Theta\psi$, because $W$ is real. The two Hamiltonians have the same spectrum. A level that is nondegenerate at $\mathbf B=0$ can be followed to small $\pm\mathbf B$ without ambiguity, and hence

$$W(\mathbf E,\mathbf B)=W(\mathbf E,-\mathbf B).$$

It has no term odd in $\mathbf B$, and $\mathbf E\cdot\mathbf B$ is such a term.

**Where the proposed coefficient goes**

Perturbation theory shows how the term disappears. Take a spinless electron, with $\boldsymbol\mu=-\mathbf r$ and $\mathbf m=-\tfrac12\mathbf L$, so that the linear perturbation is $-\boldsymbol\mu\cdot\mathbf E-\mathbf m\cdot\mathbf B$. The second-order energy is

$$W^{(2)}=\sum_{n\ne0}\frac{|\langle n|\boldsymbol\mu\cdot\mathbf E+\mathbf m\cdot\mathbf B|0\rangle|^2}{W_0-W_n}.$$

The part proportional to $E_iB_j$ contains $\langle0|\mu_i|n\rangle\langle n|m_j|0\rangle$ and its complex conjugate. Their sum is twice the real part:

$$\frac{\partial^2W}{\partial E_i\partial B_j}=2\,\mathrm{Re}\sum_{n\neq0}\frac{\langle0|\mu_i|n\rangle\langle n|m_j|0\rangle}{W_0-W_n}.$$

The quadratic magnetic term is of order $B^2$ and does not contribute. Since $H_0$ is real, its eigenfunctions can be chosen real. The elements of $\boldsymbol\mu$ are then real, while those of $\mathbf m$ are imaginary, because $\mathbf L=-i\,\mathbf r\times\nabla$. Each product is imaginary and the derivative vanishes.

The manuscript may have been misled by the fact that the products themselves need not vanish in a chiral molecule. They give the rotational strength

$$R_n=\mathrm{Im}\,\langle0|\boldsymbol\mu|n\rangle\cdot\langle n|\mathbf m|0\rangle ,$$

which has opposite signs for the two enantiomers. Handedness is present in the matrix elements, but the mixed derivative of the static energy takes the real part of their products.

A model makes this concrete. Let one electron move in

$$V=\tfrac12\sum_k w_k^2x_k^2+q\,r^4+c\,z^3+A\,xyz,$$

with $w=(0.3,0.4,0.5)$, $q=0.002$, $c=0.02$ and $A=\pm0.03$. The reflection $y\to-y$ changes the sign of $A$, so the two signs describe mirror images. I diagonalized $H$ in products of oscillator functions with at most eight quanta. The first excited level has $R_1=-1.03\times10^{-3}$ for $A>0$ and $+1.03\times10^{-3}$ for $A<0$. For $A>0$, all nine mixed derivatives, from finite differences of the ground energy, are zero to machine precision.

The zero is due to time reversal and not to some other feature of the model. If a frozen internal field $h=0.1$ along the body axis $z$ adds $\tfrac12hL_z$ to $H_0$, the eigenfunctions can no longer all be chosen real. The largest mixed derivative is then $3.94\times10^{-2}$, both from finite differences and from the sum over states. Only the fact that it is nonzero matters. The term $\tfrac12hL_z$ was added without the quadratic terms that a real field would bring, so the size depends on the origin chosen for $\mathbf L$: with the origin at $\langle z\rangle$ this element falls to about $3\times10^{-4}$. If $h$ is treated as a full uniform field, with $\mathbf B+h\hat{\mathbf z}$ in both magnetic terms, the tensor no longer depends on the origin and its largest element is $1.4\times10^{-2}$ in size.

The result also holds in finite fields that are not parallel. For $\mathbf E=(0.01,0.015,-0.02)$ and $\mathbf B=(0.03,-0.02,0.05)$, reversing $\mathbf B$ leaves the ground energy unchanged to machine precision. Reversing $\mathbf E$ does change it: $W(\mathbf E,\mathbf B)-W(-\mathbf E,\mathbf B)=8.40\times10^{-3}$ hartree. This is mostly the ordinary dipole energy. With $d_z=0.209$ it gives $-2d_zE_z=2(0.209)(0.02)=8.4\times10^{-3}$ hartree.

**From one level to equilibrium**

A statement about one level at one orientation does not yet settle the populations. At fixed orientation define

$$f(\mathbf E,\mathbf B)=-kT\ln\mathrm{Tr}\,e^{-H(\mathbf E,\mathbf B)/kT},$$

with the fields referred to body axes. Let $\sigma=\mathrm{diag}(1,-1,1)$ be the reflection that turns one enantiomer into the other. The electric field is a polar vector and becomes $\sigma\mathbf E$. The magnetic field is axial and becomes $-\sigma\mathbf B$. Therefore

$$f_R(\mathbf E,\mathbf B)=f_L(\sigma\mathbf E,-\sigma\mathbf B)=f_L(\sigma\mathbf E,\sigma\mathbf B),$$

where the second equality is time reversal applied to the whole spectrum.

For parallel fields write $\mathbf E=E\mathbf n$ and $\mathbf B=B\mathbf n$; a negative $B$ describes antiparallel fields. If the molecule turns freely and its rotation is classical, every direction $\mathbf n$ in the body frame has equal weight before the Boltzmann factor is applied:

$$Z_R=\int\frac{d\mathbf n}{4\pi}\,e^{-f_R(E\mathbf n,B\mathbf n)/kT}
=\int\frac{d\mathbf n}{4\pi}\,e^{-f_L(E\sigma\mathbf n,B\sigma\mathbf n)/kT}=Z_L .$$

The last step takes $\sigma\mathbf n$ as the new variable, which preserves the measure on the sphere. The factors from rotational kinetic energy are the same for mirror images. No expansion in the fields was made, so higher powers of $\mathbf E\cdot\mathbf B$ do not rescue the proposal.

The average is needed. With spin and a spin-orbit term $0.05\,\mathbf L\cdot\mathbf S$ added to the model, at $kT=0.02$, I took $E=0.02$ ($1.03\times10^{10}$ V/m) and $B=0.05$ ($1.18\times10^4$ T). Static fields this strong cannot be applied to a bulk sample; they are chosen so that an effect would have every chance to appear. The basis had at most five quanta, and the directions formed a grid of $8\times16$ points. At single directions of this grid the two enantiomers differ by up to $9.6\times10^{-5}$ hartree. After averaging, both have $F=0.60882$ hartree in this basis (a larger basis lowers it by about $7\times10^{-5}$), with no difference to machine precision. A sample held at fixed orientation is thus outside the theorem. Such a difference does not even require a magnetic field. In this model most of it comes from a polarizability term proportional to $E_xE_y$, with opposite signs for the two mirror images: along $(1,1,0)$ the electric field alone gives $8.1\times10^{-5}$ hartree, and both fields together $9.3\times10^{-5}$. A term of this kind also separates two mirror orientations of an achiral molecule. A term proportional to $E_xE_yE_z$ is present as well, but along $(1,1,1)$ it contributes only $1.2\times10^{-5}$, against $5.4\times10^{-5}$ from $E_xE_y$.

**Radicals need a separate remark**

The authors might reply that a molecule with an odd number of electrons has no nondegenerate level at $\mathbf B=0$. That is true, and a single member of a Kramers doublet can carry an energy term proportional to $EB$. With both fields along a body axis, to first order in $B$ and with the slope in $B$ taken to first order in $E$,

$$W_s=\overline W+s(\gamma+\kappa E)B,\qquad s=\pm1 ,$$

where $\gamma$ describes the ordinary Zeeman effect. In the model with spin, half the doublet splitting divided by $B$ is $0.499538$ at $E_z=+0.02$ and $0.499605$ at $E_z=-0.02$. Hence

$$\kappa=\frac{0.499538-0.499605}{2(0.02)}\approx-1.7\times10^{-3}.$$

These slopes are for the five-quanta basis; a larger one lowers both by about $8\times10^{-6}$ and leaves $\kappa$ at $-1.7\times10^{-3}$. The size belongs to the model as defined: if the spin-orbit term is also coupled to the vector potential, $\kappa$ becomes $-6.2\times10^{-3}$. It is not a chiral coefficient, since it is the same for both signs of $A$ and is still $-1.3\times10^{-3}$ at $A=0$. The other member has the opposite coefficient. The doublet contributes

$$\sum_{s}e^{-W_s/kT}=2e^{-\overline W/kT}\cosh\frac{(\gamma+\kappa E)B}{kT},$$

which is even in $B$. The equilibrium proof used the trace over all levels, so it covers radicals without change.

**What the fields do sort**

Suppose now that the magnetic moment is locked to the molecular frame and cannot reverse during the experiment. Let a rigid molecule carry an electric dipole $\mathbf d$ and such a moment $\mathbf M$. In parallel fields its energy is $-\mathbf n\cdot(\mathbf dE+\mathbf MB)$. With $a=|\mathbf dE+\mathbf MB|/kT$ and $u$ the cosine of the angle between $\mathbf n$ and $\mathbf dE+\mathbf MB$,

$$Z=\frac12\int_{-1}^{1}e^{au}\,du=\frac{\sinh a}{a},\qquad \ln Z=\frac{a^2}{6}+O(a^4).$$

Let $Z_\pm$ belong to $\pm\mathbf M$. The squares differ by $a_+^2-a_-^2=4(\mathbf d\cdot\mathbf M)EB/(kT)^2$, so for weak fields

$$\ln\frac{Z_+}{Z_-}\approx\frac{2(\mathbf d\cdot\mathbf M)EB}{3(kT)^2}.$$

This is an $\mathbf E\cdot\mathbf B$ effect, but the quantity it sorts is $\mathbf d\cdot\mathbf M$. Inversion changes the handedness and $\mathbf d$, but not $\mathbf M$; time reversal changes $\mathbf M$ alone. Together they produce the opposite enantiomer with the same $\mathbf d\cdot\mathbf M$, and that partner has the same free energy.

The spin model, in the same small basis as before, shows the pattern when a frozen field $h=\pm0.1$ adds $h(\tfrac12L_z+S_z)$:

- $h=+0.1$: $F=0.575496$ hartree for either sign of $A$;
- $h=-0.1$: $F=0.578311$ hartree for either sign of $A$.

For positive $h$ the spin moment points along $+z$, parallel to the dipole, and this arrangement is the lower one. The gap is $2.81\times10^{-3}$ hartree. The weak-field formula with $d=0.209$ and $M=\tfrac12$ gives $2(0.209)(0.5)(0.02)(0.05)/[3(0.02)]=3.5\times10^{-3}$ hartree. Closer agreement is not to be expected, since $MB/kT=1.25$ is not small and $\mathbf B$ can tilt the spin away from the body axis: the full $\sinh a/a$ form gives $3.16\times10^{-3}$, and a dipole with a spin in the field $h\hat{\mathbf z}+\mathbf B$ gives $2.82\times10^{-3}$. A larger basis lowers both free energies by about $7\times10^{-5}$ and moves the gap to $2.82\times10^{-3}$; including the diamagnetic terms of the frozen field would reduce it to $2.5\times10^{-3}$.

A comparison of $(A,h)$ with its mirror image $(-A,-h)$ alone would look like enantiomer selection. Once the moment can reverse, each enantiomer includes both signs of $h$, the two partition functions add, and the preference is gone.

For laboratory fields take $d=ea_0$ parallel to $M=\mu_B$, with $10^7$ V/m, 10 T and 300 K. Then $dE/kT=0.0205$ and $MB/kT=0.0224$, and

$$\ln\frac{Z_+}{Z_-}\approx\tfrac23(0.0205)(0.0224)=3.1\times10^{-4}.$$

In the opposite limit, for $\mathbf d\parallel\mathbf M$, put $x=dE/kT$ and $y=MB/kT$. If $x$, $y$ and $|x-y|$ are all large, $\sinh a\approx e^a/2$ gives

$$\ln\frac{Z_+}{Z_-}\approx2\min(x,y)-\ln\frac{x+y}{|x-y|}.$$

The sorting can then be strong, but it is still a sorting of $\mathbf d\cdot\mathbf M$.

**False chirality, and what remains open**

Inversion turns parallel fields into antiparallel ones. So does time reversal. The field arrangement and its mirror image are therefore connected by time reversal combined, where needed, with a rotation. This is called false chirality. A truly chiral influence has a mirror image that cannot be reached in this way.

For molecules that turn freely, the conclusion rests on three conditions.

1. The field-free Hamiltonian must respect time reversal. An interaction that violates time reversal but respects parity would permit the proposed term with $g_R=-g_L$. One that is odd under both also permits an $\mathbf E\cdot\mathbf B$ energy, but it is unchanged by inversion and time reversal together. These turn $R$ in fields $(\mathbf E,\mathbf B)$ into $L$ in $(-\mathbf E,-\mathbf B)$, which are still parallel, so after orientation averaging both enantiomers have the same free energy.
2. The enantiomers must be mirror images in energy. The parity-violating weak interaction spoils this slightly, even without fields. If it respects time reversal, each enantiomer still has the same free energy in parallel and antiparallel fields, so reversing $\mathbf B$ cannot shift the balance.
3. The sample must be at equilibrium. Inversion, time reversal and a half-turn about an axis perpendicular to the fields restore the original fields, but they map the formation of $L$ from an achiral precursor onto the decay of $R$ to that precursor. If the enantiomers interconvert only through that precursor, formation and decay of each must also balance at equilibrium, and the two rates of formation are then equal. With a further path, such as direct conversion between $L$ and $R$, the mapping no longer equates them, though it does not show that they differ either.

The claim of an equilibrium excess should be withdrawn. A claim about yields before equilibrium would need a kinetic mechanism, which the manuscript does not supply.

Numbers in the example were calculated in double precision.
